\section*{Thermionic Emission from Graphene with a Constant Escape Time, part 1}

(Sections cited here and not found follow in the second part.)

\section{The emission law}

\subsection{What scaling fixes and what it leaves open}

Electrons in a graphene sheet can leave it for a neighbouring semiconductor if their energy exceeds the top of a barrier. Measure all energies from the Dirac point, the energy at which the two bands of graphene touch. Let $b$ be the barrier top, $\mu$ the Fermi level (the chemical potential at temperature $T$), and $kT$ the thermal energy. Suppose that every electron above $b$ leaves at the same rate $1/\tau$. The emission current per unit area is then
\begin{equation}
J_0=\frac{e}{\tau}\,n_b ,
\label{eq:start}
\end{equation}
where $e>0$ is the elementary charge and $n_b$ is the number of electrons per unit area with energy above $b$. The sign of $J_0$ is chosen so that it is positive for electrons leaving the graphene.

Near the Dirac point the bands are $E=\pm\hbar v q$, where $q$ is the magnitude of the wave vector measured from the band-touching point and $v$ is a constant velocity. The bands contain one dimensional parameter, $\hbar v$, which is an energy times a length. The only inverse area that can be formed from it and the temperature is $(kT/\hbar v)^2$, up to a function of energy ratios. Hence
\begin{equation}
n_b=\left(\frac{kT}{\hbar v}\right)^2
h\!\left(\frac{b}{kT},\frac{\mu}{kT}\right).
\end{equation}
If the states above $b$ are sparsely occupied, their occupation is $e^{-(E-\mu)/kT}$, so that $\mu$ enters through the factor $e^{\mu/kT}$ alone:
\begin{equation}
n_b=\left(\frac{kT}{\hbar v}\right)^2e^{\mu/kT}g(\beta),
\qquad \beta=\frac{b}{kT}.
\label{eq:scaling}
\end{equation}

Scaling cannot supply $g$, but the shape of the cone can. Raising the barrier from $b$ to $b+db$ removes the states in that energy interval. On a two-dimensional cone their number is proportional to $b\,db$, because the circumference of a circle of constant energy grows in proportion to $b$. Their occupation carries the factor $e^{-\beta}$. Therefore $g'(\beta)=-C\beta e^{-\beta}$ with a constant $C$, and $g$ must vanish when the barrier is infinitely high. Since
\begin{equation}
\frac{d}{d\beta}\left[(1+\beta)e^{-\beta}\right]
=e^{-\beta}-(1+\beta)e^{-\beta}=-\beta e^{-\beta},
\label{eq:antiderivative}
\end{equation}
the solution is $g=C(1+\beta)e^{-\beta}$. This is the origin of the prefactor $(kT)^2(1+b/kT)$. What remains is the constant $C$, the error made by the sparse-occupation approximation, and the conditions on $b$.

\subsection{Assumptions and theorem}

The assumptions are these.

(A1) Graphene has the bands $E=\pm\hbar vq$, with two spin states and two equivalent valleys, that is, two distinct band-touching points.

(A2) Electrons in the sheet have the Fermi distribution
\begin{equation}
f(E)=\frac{1}{1+e^{(E-\mu)/kT}} .
\end{equation}
Scattering inside the sheet must therefore refill the emptied states much faster than they are emptied by escape.

(A3) An electron with $E>b$ escapes at the rate $1/\tau$, independent of its energy and direction of motion. An electron with $E<b$ does not escape.

(A4) The barrier top is not below the Dirac point: $b\ge0$.

Assumption (A3) is a model of the contact and does not follow from the band structure. Electrons in graphene move within the sheet, so there is no velocity component towards the barrier from which a flux could be computed, as there is in a bulk metal. The time $\tau$ stands for whatever process transfers the electron out of the plane.

Write $\varphi=b-\mu$ for the barrier as seen from the Fermi level, and $y=e^{-\varphi/kT}$.

\paragraph{Theorem 1.} Under (A1) to (A4),
\begin{equation}
J_0=\frac{2e}{\pi\hbar^2v^2\tau}\,(kT)^2
\left(1+\frac{b}{kT}\right)e^{-(b-\mu)/kT}\,(1-\delta),
\qquad 0\le\delta\le\frac{y}{2}.
\label{eq:theorem}
\end{equation}
For $\varphi\gg kT$ the correction $\delta$ may be dropped.

Two different barrier heights occur in this formula. The prefactor contains $b$, because the number of available states depends on the distance from the Dirac point. The exponential contains $b-\mu$, because occupation depends on the distance from the Fermi level. The two coincide in undoped graphene, where $\mu=0$.

\subsection{Two lemmas and the proof}

\paragraph{Lemma 1.} The density of states per unit area and energy, with spin and valley included, is
\begin{equation}
D(E)=A|E|,\qquad A=\frac{2}{\pi\hbar^2v^2}.
\label{eq:dos}
\end{equation}

\emph{Proof.} In a sheet of unit area there is one allowed wave vector for each area $(2\pi)^2$ of wave-vector space. The conduction states with energy between $0$ and $E$ fill a disc of radius $q=E/\hbar v$ in each valley. With the factor $2\times2=4$ for spin and valley, their number is
\begin{equation}
N(E)=4\,\frac{\pi q^2}{(2\pi)^2}=\frac{q^2}{\pi}
=\frac{E^2}{\pi\hbar^2v^2}.
\end{equation}
Its derivative is $2E/(\pi\hbar^2v^2)$. The valence band is the mirror image of the conduction band, so the same expression with $|E|$ holds for $E<0$. $\square$

\paragraph{Lemma 2.} For $b\ge0$,
\begin{equation}
n_b=A(kT)^2\left[-\mathrm{Li}_2(-y)+\beta\ln(1+y)\right],
\label{eq:exact}
\end{equation}
where the dilogarithm is defined for $y>0$ by
\begin{equation}
-\mathrm{Li}_2(-y)=\int_0^\infty\frac{u\,du}{1+e^u/y}.
\end{equation}

\emph{Proof.} Put $E=b+kT\,u$ in $n_b=\int_b^\infty D f\,dE$. Then $dE=kT\,du$, $D=A\,kT(u+\beta)$, and $(E-\mu)/kT=u+\varphi/kT$, so that $e^{(E-\mu)/kT}=e^u/y$. This gives
\begin{equation}
n_b=A(kT)^2\int_0^\infty\frac{u+\beta}{1+e^u/y}\,du .
\label{eq:uform}
\end{equation}
The part with $u$ is the dilogarithm. For the other part, multiply numerator and denominator by $ye^{-u}$:
\begin{equation}
\int_0^\infty\frac{ye^{-u}}{1+ye^{-u}}\,du
=\left[-\ln(1+ye^{-u})\right]_0^\infty=\ln(1+y).
\end{equation}
Multiplication by $\beta$ completes the result. $\square$

\emph{Proof of Theorem 1.} For any $z\ge0$ we have
\begin{equation}
z-z^2\le\frac{z}{1+z}\le z .
\label{eq:bounds}
\end{equation}
The right inequality is evident. The left one follows from $(z-z^2)(1+z)=z-z^3\le z$. With $z=ye^{-u}$ the middle term is the occupation in Eq.~(\ref{eq:uform}). The upper bound gives
\begin{equation}
n_b\le A(kT)^2y\int_0^\infty(u+\beta)e^{-u}du
=A(kT)^2(1+\beta)y,
\label{eq:boltzmann}
\end{equation}
because $\int_0^\infty ue^{-u}du=\int_0^\infty e^{-u}du=1$. The right-hand side is the Boltzmann result; call it $n_{\rm B}$. The lower bound subtracts at most
\begin{equation}
A(kT)^2y^2\int_0^\infty(u+\beta)e^{-2u}du
=A(kT)^2y^2\left(\frac14+\frac{\beta}{2}\right),
\end{equation}
where the two integrals are $\int_0^\infty ue^{-2u}du=1/4$ and $\int_0^\infty e^{-2u}du=1/2$. Define $\delta$ by $n_b=n_{\rm B}(1-\delta)$. Division by $n_{\rm B}$ gives
\begin{equation}
0\le\delta\le y\,\frac{1/4+\beta/2}{1+\beta}\le\frac y2 .
\label{eq:delta}
\end{equation}
The last step holds because $1/4+\beta/2\le(1+\beta)/2$. Inserting $n_b$ and $A$ in Eq.~(\ref{eq:start}) yields Eq.~(\ref{eq:theorem}). $\square$

Numerical integration of the full Fermi distribution was compared with the Boltzmann formula at $b=0$, $0.01$, $0.1$ and $0.5$ eV and at 200, 300 and 500 K, with $\varphi=0.8$ eV. The relative differences were below $10^{-7}$. For $b=0.50$ eV at 300 K with $\varphi$ reduced to $2kT$, the ratio of the full result to the Boltzmann result is 0.939. The approximation thus overestimates the emission by about 6\% even when the Fermi level lies two thermal energies below the barrier top.

\subsection{The temperature exponent of the prefactor}

The prefactor can be written as
\begin{equation}
(kT)^2\left(1+\frac b{kT}\right)=(kT)^2+b\,kT=kT(kT+b).
\end{equation}
Its local exponent, at fixed $b$ and $\tau$, is
\begin{equation}
m=\frac{d\ln[(kT)^2+b\,kT]}{d\ln T}
=\frac{2(kT)^2+b\,kT}{(kT)^2+b\,kT}
=1+\frac{kT}{kT+b}.
\label{eq:exponent}
\end{equation}
If $b\ll kT$, then $m$ tends to 2. If $b\gg kT$, then $m$ tends to 1. The contact computed below, with $b/kT\simeq19$, is close to the second case.

The reason is geometrical. Escaping electrons occupy an energy window of width about $kT$ above $b$. When $b\gg kT$, the density of states is nearly constant across this window and equal to $Ab$, so the window contributes one factor of $kT$. When the window starts at the Dirac point, the density of states itself grows from zero to about $A\,kT$ across it, which contributes the second factor.

\subsection{A barrier top below the Dirac point}

Assumption (A4) is needed because the density of states is $A|E|$ and not $AE$. If $b<0$, valence electrons between $b$ and zero also escape. In the Boltzmann regime put $s=E/kT$; then
\begin{equation}
n_b=A(kT)^2e^{\mu/kT}\left[\int_\beta^0(-s)e^{-s}ds
+\int_0^\infty se^{-s}ds\right].
\end{equation}
By Eq.~(\ref{eq:antiderivative}) an antiderivative of $-se^{-s}$ is $(1+s)e^{-s}$. The first integral is therefore $1-(1+\beta)e^{-\beta}$, and the second is 1. Taking out $e^{-\beta}$ to form $e^{-(b-\mu)/kT}$ gives
\begin{equation}
n_b=A(kT)^2\left(2e^\beta-1-\beta\right)e^{-(b-\mu)/kT},
\qquad b<0 .
\label{eq:negative}
\end{equation}
At $b=0$ the bracket equals 1 and joins Eq.~(\ref{eq:boltzmann}). Using $1+\beta$ for negative $b$ would even give a negative density once $b<-kT$. The Boltzmann regime still requires $\mu$ to lie well below $b$. For $b=-0.06$ eV, $\mu=-0.80$ eV and 300 K, direct integration agrees with Eq.~(\ref{eq:negative}) to better than one part in $10^8$.

\subsection{A graphene/silicon contact}

Consider graphene on n-type silicon at 300 K, with the rough parameters $v=10^6$ m/s, $b=0.50$ eV, $\mu=-0.10$ eV and $\tau=50$ ps. The negative $\mu$ means that the graphene is doped with holes. The barrier seen from the Fermi level is
\begin{equation}
\varphi=0.50-(-0.10)=0.60\ {\rm eV}.
\end{equation}
With $kT=0.02585$ eV, $b/kT=19.34$ and $1+b/kT=20.34$. The other two factors are
\begin{equation}
A(kT)^2=9.82\times10^{10}\ {\rm cm^{-2}},
\qquad e^{-\varphi/kT}=8.33\times10^{-11}.
\end{equation}
The sheet density above the barrier is their product with 20.34:
\begin{equation}
n_b=(9.82\times10^{10})(20.34)(8.33\times10^{-11})
\simeq166\ {\rm cm^{-2}} .
\end{equation}
Multiplication by $e/\tau$ gives
\begin{equation}
J_0=\frac{(1.602\times10^{-19}\ {\rm C})(166\ {\rm cm^{-2}})}
{50\times10^{-12}\ {\rm s}}
\simeq5.3\times10^{-7}\ {\rm A/cm^2},
\end{equation}
or $5.3\times10^{-3}$ A/m$^2$. The bound on $\delta$ is here about $4\times10^{-11}$, so Fermi statistics play no part. The exponent of the prefactor is $m=1.05$. With $b$, $\mu$ and $\tau$ held fixed, the current is $4.2\times10^{-9}$ A/cm$^2$ at 250 K and $1.7\times10^{-5}$ A/cm$^2$ at 350 K. Almost all of this change comes from the exponential.

\section{Measured barriers, bias and the limits of the model}

\subsection{Symbols and results carried over}

Energies are measured from the Dirac point. The barrier top is $b\ge0$, the Fermi level is $\mu$, and $\varphi=b-\mu$; also $\beta=b/kT$. The density of states is $D=A|E|$ with $A=2/(\pi\hbar^2v^2)$. Electrons above $b$ escape at the rate $1/\tau$. For $\varphi\gg kT$ the emission current is
\begin{equation}
J_0=\frac{eA}{\tau}(kT)^2(1+\beta)e^{-\varphi/kT}.
\label{eq:recall}
\end{equation}
The example has $b=0.50$ eV, $\mu=-0.10$ eV, $\tau=50$ ps and $T=300$ K, which give $J_0=5.3\times10^{-7}$ A/cm$^2$.

\subsection{The barrier read from an Arrhenius plot}

An Arrhenius plot shows $\ln J_0$ against $1/kT$. Its negative local slope is an energy,
\begin{equation}
E_{\rm a}=-\frac{d\ln J_0}{d(1/kT)} .
\end{equation}

\paragraph{Proposition 2.} If $b$ and $\tau$ do not depend on temperature, then
\begin{equation}
E_{\rm a}=\varphi+w+T\frac{d\mu}{dT},\qquad
w=kT\left(1+\frac{kT}{kT+b}\right),
\label{eq:arrhenius}
\end{equation}
and $w$ is the mean energy, above the barrier top, of the escaping electrons.

\emph{Proof.} Put $s=1/kT$. Apart from a constant, Eq.~(\ref{eq:recall}) reads
\begin{equation}
\ln J_0=-2\ln s+\ln(1+bs)-(b-\mu)s .
\end{equation}
Differentiate and change the sign, remembering that $\mu$ may vary:
\begin{equation}
E_{\rm a}=\frac2s-\frac b{1+bs}+b-\mu-s\frac{d\mu}{ds}.
\end{equation}
Since $s\propto1/T$, we have $s\,d\mu/ds=-T\,d\mu/dT$. The first two terms are
\begin{equation}
2kT-\frac{b\,kT}{kT+b}
=kT\left(1+\frac{kT}{kT+b}\right)=w .
\end{equation}
The mean excess energy follows from the weights $(u+\beta)e^{-u}$, with $E-b=kT\,u$:
\begin{equation}
\langle E-b\rangle=kT\,
\frac{\int_0^\infty u(u+\beta)e^{-u}du}
{\int_0^\infty(u+\beta)e^{-u}du}
=kT\,\frac{2+\beta}{1+\beta}=w ,
\end{equation}
where $\int_0^\infty u^2e^{-u}du=2$ was used. $\square$

In the example $w=27.1$ meV. With $\mu$ held fixed, $E_{\rm a}=0.627$ eV. A conventional plot of $\ln(J_0/T^2)$ subtracts $2kT$ from this energy and gives
\begin{equation}
\varphi+w-2kT=\varphi-\frac{b\,kT}{kT+b},
\end{equation}
which is 0.575 eV. It is about 25 meV below the true $\varphi$ because the prefactor is nearly linear in $T$. Plotting $\ln\{J_0/[kT(kT+b)]\}$ removes the error when $\mu$, $b$ and $\tau$ are constant, but requires a value for $b$.

For electrons that escape at a constant rate above the barrier top, we have derived the emission current, bounded the error of the Boltzmann approximation, and shown that an Arrhenius plot gives $\varphi+w+T\,d\mu/dT$ when $b$ and $\tau$ do not depend on temperature. It remains to find how $\mu$ drifts with temperature at fixed carrier density, to treat the current under bias, and to examine the limits of the model, including the constant escape time and the silicon side of the contact.
